\section*{Three Foldy-Wouthuysen Steps in an Electromagnetic Field through Order 1/m³}

\section{A two-level case}

Let two states lie near the energies $M$ and $-M$, coupled by a real number $k$:
\begin{equation}
H=\begin{pmatrix} M+a & k\\ k & -M+b\end{pmatrix},\qquad d=a-b .
\end{equation}
With $u=M+d/2$ the upper eigenvalue is $(a+b)/2+\sqrt{u^2+k^2}$. For large $M$ the root is $u+k^2/2u-k^4/8u^3+\dots$, and
\begin{equation}
\frac{1}{2u}=\frac1{2M+d}=\frac1{2M}-\frac{d}{4M^2}+\frac{d^2}{8M^3}-\dots
\end{equation}
Since $(a+b)/2+u=M+a$, this gives
\begin{equation}
E_+=M+a+\frac{k^2}{2M}-\frac{k^2d}{4M^2}-\frac{k^4}{8M^3}+\frac{k^2d^2}{8M^3}+O(M^{-4}).
\label{two}
\end{equation}
For the Dirac equation the gap is $2mc^2$ and $k$ becomes an operator linear in momentum. The term $k^2/2M$ becomes the kinetic and Zeeman energy, $k^4$ the mass-velocity term, and $k^2d$ the Darwin and spin-orbit terms. The last term, quadratic in $d$, has the same power of $1/M$ as the mass-velocity term. The operator that produces it gives, in the Dirac case, a term quadratic in the electric field. The likeness is formal: here the term is part of the eigenvalue, whereas the field term depends on the choice of transformation, as noted below.

\section{Setting and theorem}

Set $\hbar=1$ and use SI-type atomic units, with $4\pi\epsilon_0=1$. A particle of charge $q$ and mass $m$ has
\begin{equation}
H=\beta M+\mathcal O+\varepsilon,\quad M=mc^2,\quad \mathcal O=c\,\boldsymbol\alpha\cdot\boldsymbol\pi,\quad \boldsymbol\pi=\mathbf p-q\mathbf A,\quad \varepsilon=q\Phi .
\end{equation}
The potentials are smooth and may depend on time, with $\mathbf E=-\nabla\Phi-\partial_t\mathbf A$ and $\mathbf B=\nabla\times\mathbf A$. The matrices obey $\beta^2=1$, $\beta\alpha_i=-\alpha_i\beta$ and $\alpha_i\alpha_j=\delta_{ij}+i\epsilon_{ijk}\Sigma_k$, where $\Sigma_k$ has the Pauli matrix $\sigma_k$ in both diagonal blocks. An operator is even if it commutes with $\beta$ and odd if it anticommutes. Even operators keep the upper and lower two-spinors apart; odd ones couple them.

Orders are counted in $1/M$ at fixed $c$, with $\mathcal O$ and $\varepsilon$ held fixed. The expansion is formal: convergence is not claimed.

\paragraph{Theorem.} Three Foldy-Wouthuysen steps turn $H$ into a Hamiltonian whose even part through $M^{-3}$ is
\begin{equation}
H_{\rm even}=\beta\Big(M+\frac{\mathcal O^2}{2M}-\frac{\mathcal O^4}{8M^3}-\frac{X^2}{8M^3}\Big)+\varepsilon-\frac{[\mathcal O,X]}{8M^2},\qquad X=[\mathcal O,\varepsilon]+i\dot{\mathcal O},
\label{main}
\end{equation}
and whose odd part is $O(M^{-3})$. In terms of the fields,
\begin{align}
H_{\rm even}={}&\beta\Big[mc^2+\frac{\boldsymbol\pi^2-q\boldsymbol\Sigma\cdot\mathbf B}{2m}-\frac{(\boldsymbol\pi^2-q\boldsymbol\Sigma\cdot\mathbf B)^2}{8m^3c^2}+\frac{q^2\mathbf E^2}{8m^3c^4}\Big]+q\Phi\nonumber\\
&-\frac{q}{8m^2c^2}\nabla\cdot\mathbf E-\frac{iq}{8m^2c^2}\boldsymbol\Sigma\cdot(\nabla\times\mathbf E)-\frac{q}{4m^2c^2}\boldsymbol\Sigma\cdot(\mathbf E\times\boldsymbol\pi).
\label{fields}
\end{align}

In the two-level case $\beta=\sigma_z$, $\mathcal O=k\sigma_x$ and $\varepsilon=\mathrm{diag}(a,b)$. Direct multiplication gives $[\mathcal O,X]=2k^2d\,\sigma_z$ and $X^2=-k^2d^2$, so the upper entry of \eqref{main} is \eqref{two}.

\section{Lemma 1: one step}

If $i\partial_t\psi=H\psi$ and $\psi'=e^{iS}\psi$, then $(H-i\partial_t)\psi=0$ implies $K'\psi'=0$ with
\begin{equation}
K'=e^{iS}Ke^{-iS},\qquad K=H-i\partial_t=\beta M+\mathcal O+\mathcal E,\qquad \mathcal E=\varepsilon-i\partial_t .
\end{equation}
The operator $\mathcal E$ is even, so time dependence needs no separate treatment. Because $[\mathcal O,-i\partial_t]=i\dot{\mathcal O}$, the operator in \eqref{main} is $X=[\mathcal O,\mathcal E]$. It is odd.

Write $G=iS$. The function $F(s)=e^{sG}Ke^{-sG}$ satisfies $F'=[G,F]$, so its Taylor series at $s=1$ is
\begin{equation}
K'=K+[G,K]+\tfrac1{2!}[G,[G,K]]+\tfrac1{3!}[G,[G,[G,K]]]+\dots
\end{equation}

\paragraph{Lemma 1.} With $G=\beta\mathcal O/2M$,
\begin{align}
K'={}&\beta M+\mathcal E+\frac{\beta\mathcal O^2}{2M}-\frac{\beta\mathcal O^4}{8M^3}-\frac{[\mathcal O,X]}{8M^2}+\mathcal O'+O(M^{-4}),\label{step}\\
\mathcal O'={}&\frac{\beta X}{2M}-\frac{\mathcal O^3}{3M^2}-\frac{\beta[\mathcal O,[\mathcal O,X]]}{48M^3},
\label{oddone}
\end{align}
where $\mathcal O'$ is given through $M^{-3}$.

\paragraph{Proof.} Since $\mathcal O$ is Hermitian and odd, $(\beta\mathcal O)^\dagger=\mathcal O\beta=-\beta\mathcal O$. Hence $G$ is anti-Hermitian and $e^G$ is unitary. Moving each $\beta$ to the left with $\mathcal O\beta=-\beta\mathcal O$ gives
\begin{align}
[G,\beta M]&=\tfrac12(\beta\mathcal O\beta-\beta\beta\mathcal O)=-\mathcal O,\\
[G,\mathcal O]&=\frac{\beta\mathcal O^2-\mathcal O\beta\mathcal O}{2M}=\frac{\beta\mathcal O^2}{M},\\
[G,\beta\mathcal O^2]&=\frac{\beta\mathcal O\beta\mathcal O^2-\beta\mathcal O^2\beta\mathcal O}{2M}=-\frac{\mathcal O^3}{M},\\
[G,\mathcal O^3]&=\frac{\beta\mathcal O^4-\mathcal O^3\beta\mathcal O}{2M}=\frac{\beta\mathcal O^4}{M}.
\end{align}
The successive nested commutators of $\beta M$ are therefore
\begin{equation}
-\mathcal O,\quad -\frac{\beta\mathcal O^2}{M},\quad \frac{\mathcal O^3}{M^2},\quad \frac{\beta\mathcal O^4}{M^3},
\end{equation}
and those of $\mathcal O$ are $\beta\mathcal O^2/M$, $-\mathcal O^3/M^2$ and $-\beta\mathcal O^4/M^3$. The $n$-th nested commutator carries $1/n!$. Adding $\mathcal O$ itself, the terms without $\mathcal E$ have coefficients
\begin{align}
\mathcal O:&\ \ 1-1=0, &
\frac{\beta\mathcal O^2}{M}:&\ \ 1-\tfrac12=\tfrac12,\\
\frac{\mathcal O^3}{M^2}:&\ \ -\tfrac12+\tfrac16=-\tfrac13, &
\frac{\beta\mathcal O^4}{M^3}:&\ \ -\tfrac16+\tfrac1{24}=-\tfrac18 .
\end{align}
For $\mathcal E$, which commutes with $\beta$,
\begin{align}
[G,\mathcal E]&=\frac{\beta X}{2M},\\
[G,[G,\mathcal E]]&=\frac{\beta\mathcal O\beta X-\beta X\beta\mathcal O}{4M^2}=\frac{-\mathcal OX+X\mathcal O}{4M^2}=-\frac{[\mathcal O,X]}{4M^2},\\
[G,[G,[G,\mathcal E]]]&=-\frac{\beta[\mathcal O,[\mathcal O,X]]}{8M^3}.
\end{align}
The last line uses that $[\mathcal O,X]$ is even. Division by $1$, $2$ and $6$ gives the remaining terms. The next nested commutators are of order $M^{-4}$. $\square$

The odd part has fallen from order $M^0$ to $M^{-1}$, and its leading piece is proportional to $X$.

\section{Lemma 2: the second and third steps}

\paragraph{Lemma 2.} The second step adds $-\beta X^2/8M^3$ to the even part. The third adds nothing through $M^{-3}$ and leaves the odd part
\begin{equation}
\mathcal O'''=\frac{\beta[[X,\mathcal E],\mathcal E]}{8M^3}+O(M^{-4}).
\label{rem}
\end{equation}

\paragraph{Proof.} Let $\mathcal E'$ be the even part of $K'$ without $\beta M$, so that $\mathcal E'=\mathcal E+O(M^{-1})$. The proof of Lemma 1 used only parity, so it applies with $\mathcal O\to\mathcal O'$, $\mathcal E\to\mathcal E'$ and $G'=\beta\mathcal O'/2M$. Since $\mathcal O'=O(M^{-1})$, the new terms have these orders:
\begin{equation}
\frac{\beta\mathcal O'^2}{2M}\sim M^{-3},\quad
\frac{[\mathcal O',[\mathcal O',\mathcal E']]}{8M^2}\sim M^{-4},\quad
\frac{\beta[\mathcal O',\mathcal E']}{2M}\sim M^{-2},\quad
\frac{\mathcal O'^3}{3M^2}\sim M^{-5}.
\end{equation}
The first is the only even one needed. With $X\beta=-\beta X$,
\begin{equation}
\frac{\beta}{2M}\Big(\frac{\beta X}{2M}\Big)^2=\frac{\beta\,\beta X\beta X}{8M^3}=-\frac{\beta X^2}{8M^3}.
\end{equation}
The new odd part is
\begin{equation}
\mathcal O''=\frac{\beta}{2M}\Big[\frac{\beta X}{2M},\mathcal E\Big]+O(M^{-3})=\frac{[X,\mathcal E]}{4M^2}+O(M^{-3}).
\end{equation}
In the third step $\beta\mathcal O''^2/2M$ is of order $M^{-5}$ and the double commutator of order $M^{-6}$, so the even part is unchanged through $M^{-3}$. The odd part becomes $\beta[\mathcal O'',\mathcal E'']/2M$, where $\mathcal E''=\mathcal E+O(M^{-1})$ is the new even part without $\beta M$. This is \eqref{rem}. $\square$

Equation \eqref{main} follows from \eqref{step} and Lemma 2 after the $-i\partial_t$ contained in $\mathcal E$ is removed from $K'''$.

\paragraph{Remark on the remainder.} For general $\mathcal O$ and $\mathcal E$, three steps do not make the odd part vanish at order $M^{-3}$. For the Dirac operators, Lemma 3 below gives $X=icq\,\boldsymbol\alpha\cdot\mathbf E$, which commutes with $q\Phi$. Then $[X,\mathcal E]=i\dot X$ and $[[X,\mathcal E],\mathcal E]=-\ddot X$, so \eqref{rem} survives at this order only if $\ddot{\mathbf E}\neq0$; it vanishes in a static electric field. A fourth step, with a generator of order $M^{-4}$, removes \eqref{rem}; its first effect on the even part is $\beta\mathcal O'''^2/2M\sim M^{-7}$. Further steps of this kind therefore leave the even part unchanged through $M^{-3}$. It is not unique, however: any further even unitary transformation keeps the blocks apart and can change its form.

\section{Lemma 3: commutators in terms of fields}

\paragraph{Lemma 3.}
\begin{align}
\mathcal O^2&=c^2(\boldsymbol\pi^2-q\boldsymbol\Sigma\cdot\mathbf B),\qquad X=icq\,\boldsymbol\alpha\cdot\mathbf E,\qquad X^2=-c^2q^2\mathbf E^2,\\
[\mathcal O,X]&=c^2q\{\nabla\cdot\mathbf E+i\boldsymbol\Sigma\cdot(\nabla\times\mathbf E)+2\boldsymbol\Sigma\cdot(\mathbf E\times\boldsymbol\pi)\}.
\label{OX}
\end{align}

\paragraph{Proof.} The product rule for the $\alpha_i$ gives, with operator order kept,
\begin{equation}
(\boldsymbol\alpha\cdot\mathbf a)(\boldsymbol\alpha\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\Sigma\cdot(\mathbf a\times\mathbf b).
\end{equation}
As an operator, $\mathbf p\times\mathbf A=-i(\nabla\times\mathbf A)-\mathbf A\times\mathbf p$. Hence $\boldsymbol\pi\times\boldsymbol\pi=-q(\mathbf p\times\mathbf A+\mathbf A\times\mathbf p)=iq\mathbf B$, and $i\boldsymbol\Sigma\cdot(iq\mathbf B)=-q\boldsymbol\Sigma\cdot\mathbf B$.

Next, $[\mathcal O,q\Phi]=-icq\,\boldsymbol\alpha\cdot\nabla\Phi$ and $i\dot{\mathcal O}=-icq\,\boldsymbol\alpha\cdot\partial_t\mathbf A$. Their sum is $icq\,\boldsymbol\alpha\cdot\mathbf E$, whose square is $-c^2q^2\mathbf E^2$. The time derivative supplies the induced part of the electric field.

Finally $[\mathcal O,X]=ic^2q[\boldsymbol\alpha\cdot\boldsymbol\pi,\boldsymbol\alpha\cdot\mathbf E]$, with
\begin{align}
[\boldsymbol\alpha\cdot\boldsymbol\pi,\boldsymbol\alpha\cdot\mathbf E]
&=\boldsymbol\pi\cdot\mathbf E-\mathbf E\cdot\boldsymbol\pi+i\boldsymbol\Sigma\cdot(\boldsymbol\pi\times\mathbf E-\mathbf E\times\boldsymbol\pi)\nonumber\\
&=-i\nabla\cdot\mathbf E+i\boldsymbol\Sigma\cdot(-i\nabla\times\mathbf E-2\mathbf E\times\boldsymbol\pi),
\end{align}
because $\boldsymbol\pi\times\mathbf E=-i\nabla\times\mathbf E-\mathbf E\times\boldsymbol\pi$. Multiplication by $ic^2q$ gives \eqref{OX}. $\square$

Substituting Lemma 3 and $M=mc^2$ into \eqref{main} gives \eqref{fields}. For example, $-\beta X^2/8M^3=\beta c^2q^2\mathbf E^2/8m^3c^6$. This completes the proof of the theorem.

\section{Remarks on meaning and range}

\paragraph{Magnetic fields.} If $\Phi=0$ and $\mathbf A$ is static, then $\mathbf E=0$ and $H=\beta M+\mathcal O$. Since $\mathcal O$ anticommutes with $\beta$, $H^2=M^2+\mathcal O^2$. Together with $M$, the terms $\mathcal O^2/2M-\mathcal O^4/8M^3$ are the first terms in the expansion of $\sqrt{M^2+\mathcal O^2}$. The mass-velocity term thus corrects the kinetic and Zeeman energies together.

\paragraph{Spin-orbit coupling.} The curl and spin-orbit terms are Hermitian together, since
\begin{equation}
i\nabla\times\mathbf E+2\mathbf E\times\boldsymbol\pi=\mathbf E\times\boldsymbol\pi-\boldsymbol\pi\times\mathbf E .
\end{equation}
Gauge invariance requires $\boldsymbol\pi$ here, not $\mathbf p$.

\paragraph{Darwin term.} In a static field it equals $q\nabla^2\Phi/8m^2c^2$. Averaging $q\Phi$ over small isotropic displacements $\boldsymbol\delta$ adds $\tfrac16\langle\delta^2\rangle q\nabla^2\Phi$. The term thus acts as a smearing with $\langle\delta^2\rangle=3/4m^2c^2$.

\paragraph{Counting in $1/c$.} A term with $a$ factors $\mathcal O$ and $b$ factors $\mathcal E$ must be an energy, so it carries $M^{1-a-b}$ and scales as $c^{\,2-a-2b}$. The mass-velocity term ($a=4$, $b=0$) and the terms in $[\mathcal O,X]$ ($a=2$, $b=1$) are of order $c^{-2}$. The $\mathbf E^2$ term ($a=b=2$) is of order $c^{-4}$, like terms of type $\mathcal O^4\mathcal E/M^4$ and $\mathcal O^6/M^5$ that lie beyond the theorem. A calculation to order $c^{-2}$ drops it; a count in $1/m$ keeps it in this representation. Its presence depends on the representation. From $[\mathcal O^2,\mathcal E]=\{\mathcal O,X\}$ one finds $X^2=\tfrac12[[\mathcal O^2,\mathcal E],\mathcal E]-\tfrac12\{\mathcal O,[X,\mathcal E]\}$. In static fields $[X,\mathcal E]=0$, so the even, anti-Hermitian generator $G=\beta[\mathcal O^2,\varepsilon]/16M^3$ adds $[G,\varepsilon]=\beta X^2/8M^3$ and cancels the $\mathbf E^2$ term. It also adds $-[\mathcal O^2,[\mathcal O^2,\varepsilon]]/32M^4$, which is again of order $c^{-4}$. In the two-level case it is $[\mathcal O^2,\varepsilon]$ that vanishes, and the $k^2d^2$ term cannot be removed in this way.

\paragraph{Conditions.} The expansion is in powers of $\mathcal O/M$ and of commutators with $\mathcal E$ divided by $M$. It therefore calls for kinetic momenta small compared with $mc$, frequencies small compared with $mc^2$, fields that vary slowly over the length $1/mc$ (each further commutator with $\mathcal O$ can add a gradient), and $|q\mathbf E|\ll m^2c^3$. Near a point charge the last two conditions fail; for an electron near a proton, at $r\sim1/c\approx7\times10^{-3}$ bohr and $r\sim c^{-3/2}\approx6\times10^{-4}$ bohr.

\paragraph{Numerical check.} For random matrices the error of the eigenvalues of \eqref{main} falls as $M^{-p}$ with $p=4.01$. Without $X^2$ it falls with $p=3.00$, and without the double commutator with $p=2.00$. In a periodically driven model at $M=60$ the quasienergy error is $1.7\times10^{-8}$ with $\dot{\mathcal O}$ and $8.1\times10^{-6}$ without it, in model units.

\section{Example: hydrogen}

Take an electron ($q=-1$, $m=1$) and a fixed point nucleus of unit charge, so $\mathbf E=\mathbf r/r^3$ and $\nabla\cdot\mathbf E=4\pi\delta(\mathbf r)$. The smoothness assumption fails at the nucleus, so the use of \eqref{fields} is justified here by comparison with the Dirac energies. With $\mathbf S=\boldsymbol\sigma/2$, the operators of order $c^{-2}$ in the upper block are
\begin{equation}
-\frac{p^4}{8c^2},\qquad \frac{\mathbf S\cdot\mathbf L}{2c^2r^3},\qquad \frac{\pi\,\delta(\mathbf r)}{2c^2}.
\end{equation}

The nonrelativistic equation gives $p^2\psi=2(E_n+1/r)\psi$, so
\begin{equation}
\langle p^4\rangle=\|p^2\psi\|^2=4\big(E_n^2+2E_n\langle r^{-1}\rangle+\langle r^{-2}\rangle\big).
\end{equation}
For 1s, $E_1=-\tfrac12$, $\langle r^{-1}\rangle=1$ and $\langle r^{-2}\rangle=2$, hence $\langle p^4\rangle=5$. With $|\psi(0)|^2=1/\pi$ the shift is
\begin{equation}
\frac1{c^2}\Big(-\frac58+\frac12\Big)=-33.282+26.626=-6.656\ \text{microhartree}.
\end{equation}

For 2p the radial density is $r^4e^{-r}/24$. It gives $\langle r^{-1}\rangle=\tfrac14$, $\langle r^{-2}\rangle=\tfrac1{12}$ and $\langle r^{-3}\rangle=\langle r^{-4}\rangle=\tfrac1{24}$. Hence $\langle p^4\rangle=4(\tfrac1{64}-\tfrac1{16}+\tfrac1{12})=\tfrac7{48}$. As $\mathbf S\cdot\mathbf L$ is $-1$ for $j=\tfrac12$ and $\tfrac12$ for $j=\tfrac32$, the shifts in microhartree are
\begin{align}
2p_{1/2}:&\quad \frac1{c^2}\Big(-\frac7{384}-\frac1{48}\Big)=-0.9707-1.1094=-2.0801,\\
2p_{3/2}:&\quad \frac1{c^2}\Big(-\frac7{384}+\frac1{96}\Big)=-0.9707+0.5547=-0.4160 .
\end{align}
For 2s the computed mass-velocity and Darwin shifts are $-5.4083$ and $3.3282$ microhartree. Their sum, $-2.0801$, agrees with $2p_{1/2}$, although the contributions differ.

The 2p splitting is $1/32c^2=1.6641$ microhartree, or $10.9493$ GHz. The Dirac energies, from a power-series solution of the radial equations, give $10.9496$ GHz. Both leave out nuclear motion and quantum-electrodynamic corrections.

For 1s the Dirac shift differs from the sum by $-1.8\times10^{-10}$ hartree, about $3\times10^{-5}$ of the shift. For all four states the program tests that this difference falls by a factor close to 16 when $c$ is doubled, as an error of order $c^{-4}$ must.

The $\mathbf E^2$ term shifts 2p by $\langle r^{-4}\rangle/8c^4=1.5\times10^{-11}$ hartree. The actual differences are $-5.8\times10^{-11}$ hartree for $2p_{1/2}$ and $-2.8\times10^{-12}$ hartree for $2p_{3/2}$, so the other contributions of order $c^{-4}$ matter as much. They come from the operators beyond the theorem and from the second-order effect of the $c^{-2}$ operators. Only the sum of all $c^{-4}$ contributions is fixed; the share carried by the $\mathbf E^2$ term depends on the representation. For 1s the radial integrand of $\langle r^{-4}\rangle$ behaves as $4/r^2$ at the nucleus and the integral diverges. Halving a cutoff radius from $0.0010$ to $0.0005$ bohr raises it from $3947$ to $7941$ bohr$^{-4}$.

\section{Example: the g factor of the 1s electron}

Let $\mathbf B$ be uniform and $\mathbf A=\tfrac12\mathbf B\times\mathbf r$. For $q=-1$, $\boldsymbol\pi=\mathbf p+\mathbf A$. The spin terms linear in $\mathbf B$ that act in the 1s state are
\begin{equation}
\frac{\boldsymbol\sigma\cdot\mathbf B}{2}-\frac{p^2\,\boldsymbol\sigma\cdot\mathbf B}{4c^2}+\frac{\boldsymbol\sigma\cdot(\mathbf E\times\mathbf A)}{4c^2}.
\end{equation}
The second is the cross term of $-(\boldsymbol\pi^2+\boldsymbol\sigma\cdot\mathbf B)^2/8c^2$. Orbital terms linear in $\mathbf B$ contain $\mathbf L$, which annihilates an s state. The leading magnetic term then acts on the spin alone and does not lead out of the 1s level, so second-order mixing with the $c^{-2}$ terms gives nothing linear in $\mathbf B$.

Expanding the double cross product gives
\begin{equation}
\mathbf E\times\mathbf A=\frac{r^2\mathbf B-\mathbf r(\mathbf r\cdot\mathbf B)}{2r^3},\qquad
\langle\mathbf E\times\mathbf A\rangle=\frac{\mathbf B}{2}\Big(1-\frac13\Big)\langle r^{-1}\rangle=\frac{\mathbf B}{3}.
\end{equation}
With $\langle p^2\rangle=1$, the spin-up energy is $B(\tfrac12-1/4c^2+1/12c^2)$. By definition it equals $gB/4$, so
\begin{equation}
g=2-\frac1{c^2}+\frac1{3c^2}=2-0.000053251+0.000017750=1.999964499 .
\end{equation}
The first-order response of the Dirac 1s spinor gives the same printed value. Replacing $\boldsymbol\pi$ by $\mathbf p$ in the spin-orbit term would lose the positive correction, one third of the size of the negative one. Radiative corrections to $g$ are left out.

\section*{Numbers as computed}
\begin{verbatim}
Lowest power of 1/M in the odd part after steps 1, 2, 3: [1, 2, 3]
Matrix model, eigenvalue error falls as M^(-p), M = 100 to 200:
  p, all terms                  = 4.01
  p, X^2 term left out          = 3.00
  p, double commutator left out = 2.00
Driven matrix model, quasienergy error (model units), M = 60:
  with dO/dt = 1.72e-08, without dO/dt = 8.13e-06
  error power p with dO/dt, M = 30 to 60 = 3.97
Speed of light c = 137.035999 atomic units
Hydrogen shifts from -1/(2 n^2), in microhartree:
  state   mass-vel.  spin-orbit    Darwin       sum     Dirac
  1s1/2   -33.28210     0.00000  26.62568  -6.65642  -6.65660
  2s1/2    -5.40834     0.00000   3.32821  -2.08013  -2.08019
  2p1/2    -0.97073    -1.10940   0.00000  -2.08013  -2.08019
  2p3/2    -0.97073     0.55470   0.00000  -0.41603  -0.41603
Dirac shift minus sum, in hartree:
  1s1/2: -1.772e-10
  2s1/2: -5.816e-11
  2p1/2: -5.816e-11
  2p3/2: -2.769e-12
2p splitting, reduced Hamiltonian = 1.66410 microhartree = 10.9493 GHz
2p splitting, Dirac               = 1.66416 microhartree = 10.9496 GHz
2p mean of 1/r^4 = 0.041667 bohr^-4
2p shift from the E^2 term = 1.477e-11 hartree
1s mean of 1/r^4 outside a cutoff radius, in bohr^-4:
  cutoff 0.0010 bohr: 3946.9;  cutoff 0.0005 bohr: 7941.4
1s electron g factor (dimensionless, no QED correction):
  Zeeman term                        = 2.000000000
  kinetic-Zeeman cross term          = -0.000053251
  vector potential in spin-orbit     = 0.000017750
  sum, reduced Hamiltonian           = 1.999964499
  Dirac spinor, first order in B     = 1.999964499
\end{verbatim}
